# Blöchl's separable expansion of a semilocal potential and its Kleinman-Bylander first term, part 1

(Sections cited here and not found follow in the second part.)

## A potential on two points

Let space consist of two points, so that a local potential is the matrix $\delta V=\mathrm{diag}(a,b)$. Take the reference vector $\phi_1=(1,1)$ and look for an operator of rank one that acts on $\phi_1$ as $\delta V$ does. With $\chi_1=\delta V\phi_1=(a,b)$ and $D_1=\phi_1^T\delta V\phi_1=a+b$, the operator

$$\delta V_1=\frac{\chi_1\chi_1^T}{D_1}=\frac{1}{a+b}\begin{pmatrix}a^2&ab\\ab&b^2\end{pmatrix}$$

does so, because $\chi_1^T\phi_1=D_1$ cancels the denominator. Since $a-a^2/(a+b)=b-b^2/(a+b)=ab/(a+b)$, it leaves out

$$\delta V-\delta V_1=\frac{ab}{a+b}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}.$$

Now add $\phi_2=(1,0)$. A second term $\bar\chi_2\bar\chi_2^T/D_2$ with $\bar\chi_2=\delta V\bar\phi_2$ must not disturb the action on $\phi_1$, which requires $\bar\phi_2^T\delta V\phi_1=0$: orthogonality with $\delta V$ placed between the vectors. Writing $\bar\phi_2=\phi_2-c\phi_1$ gives $a-c(a+b)=0$, so $\bar\phi_2=(b,-a)/(a+b)$. Then $\bar\chi_2=\frac{ab}{a+b}(1,-1)$ and $D_2=(ab^2+ba^2)/(a+b)^2=ab/(a+b)$, and $\bar\chi_2\bar\chi_2^T/D_2$ is the remainder above. Two terms return $\delta V$.

For $b\to0$ the potential has rank one and the remainder vanishes, as it must. For $a,b>0$ the remainder is positive semidefinite, so the first term underestimates $\delta V$. For $b\to-a$ the denominator vanishes and $\delta V_1$ diverges although $\delta V$ is finite and invertible. Read as a quadratic form, $\delta V$ is a true metric, up to an overall sign, when $a$ and $b$ are nonzero and have the same sign; for opposite signs it is an indefinite symmetric form and for $ab=0$ a degenerate one, and in both a nonzero vector can have zero length.

## The radial problem

Hartree atomic units are used. A semilocal pseudopotential is $V_{loc}(r)+\sum_{lm}|Y_{lm}\rangle\,\delta V_l(r)\langle Y_{lm}|$, local in $r$ and different for each $l$. For a wavefunction $u(r)Y_{lm}/r$ the radial operator is

$$H=H_{loc}+\delta V,\qquad H_{loc}=-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V_{loc},$$

with the index $l$ dropped. Radial functions are real, $\langle f|g\rangle=\int fg\,dr$, and $\delta V$ is continuous, bounded and zero beyond a radius $R$. The form $\langle f|\delta V|g\rangle$ then sees its arguments on $[0,R]$ alone, so reference functions $\phi_1,\dots,\phi_N$ need not be normalizable. Define $\chi_i=\delta V\phi_i$ and the symmetric matrix $B_{ij}=\langle\phi_i|\delta V|\phi_j\rangle$.

## Orthogonalization in the form $\delta V$

Set $\bar\phi_1=\phi_1$ and, as long as the denominators are nonzero,

$$\bar\phi_i=\phi_i-\sum_{j<i}L_{ij}\bar\phi_j,\quad L_{ij}=\frac{\langle\bar\phi_j|\delta V|\phi_i\rangle}{D_j},\quad D_j=\langle\bar\phi_j|\delta V|\bar\phi_j\rangle .$$

Suppose $\bar\phi_1,\dots,\bar\phi_{i-1}$ are mutually orthogonal in the form. For $k<i$ the term $j=k$ alone survives in the sum, and

$$\langle\bar\phi_k|\delta V|\bar\phi_i\rangle=\langle\bar\phi_k|\delta V|\phi_i\rangle-L_{ik}D_k=0 .$$

Induction gives $\langle\bar\phi_i|\delta V|\bar\phi_j\rangle=D_i\delta_{ij}$, and no sign of $D_i$ was used.

With $L_{ii}=1$ the recursion reads $\phi_i=\sum_{j\le i}L_{ij}\bar\phi_j$. Inserting this in $B$ gives $B_{ik}=\sum_jL_{ij}D_jL_{kj}$, that is $B=LDL^T$ with $D$ diagonal. For $i,k\le n$ the sum has $j\le n$, so the leading $n\times n$ block factorizes in the same way, and because a unit triangular matrix has determinant one, the leading minor is $\Delta_n=D_1\cdots D_n$. Hence $D_n=\Delta_n/\Delta_{n-1}$ with $\Delta_0=1$. If all $D_n$ are nonzero, all minors are. Conversely, let all minors be nonzero: $D_1=\Delta_1\ne0$, and once $D_1,\dots,D_{n-1}$ are nonzero $\bar\phi_n$ exists and $D_n=\Delta_n/\Delta_{n-1}\neq0$. The construction with $N$ terms exists if and only if $\Delta_1,\dots,\Delta_N\neq0$.

## The expansion and its remainder

Define, with $\bar\chi_i=\delta V\bar\phi_i$,

$$P=\sum_{i=1}^N\frac{|\bar\phi_i\rangle\langle\bar\chi_i|}{D_i},\qquad \delta V_N=\delta V P=\sum_{i=1}^N\frac{\delta V|\bar\phi_i\rangle\langle\bar\phi_i|\delta V}{\langle\bar\phi_i|\delta V|\bar\phi_i\rangle}.$$

The second expression is Blöchl's expansion. Orthogonality gives $P\bar\phi_j=\sum_i\bar\phi_iD_i\delta_{ij}/D_i=\bar\phi_j$, so $P$ is the identity on the span of the references, which is also its range, and therefore $P^2=P$. It is an oblique projector, not symmetric in general, but $\delta VP$ is symmetric by inspection: $\delta VP=P^T\delta V$. The first consequence is $\delta V_N\phi_j=\delta V\phi_j$ for each reference.

The relation $\chi_i=\sum_jL_{ij}\bar\chi_j$ inverts to $\bar\chi_j=\sum_i(L^{-1})_{ji}\chi_i$, and $B^{-1}=(L^{-1})^TD^{-1}L^{-1}$, so

$$\delta V_N=\sum_{ik}|\chi_i\rangle\sum_j(L^{-1})_{ji}D_j^{-1}(L^{-1})_{jk}\langle\chi_k|=\sum_{ik}|\chi_i\rangle(B^{-1})_{ik}\langle\chi_k| .$$

This closed form needs $\det B\ne0$ and no other minor. It acts correctly on the span under that weaker condition, because $\langle\chi_k|\phi_j\rangle=B_{kj}$ cancels $B^{-1}$.

It is also unique. Let $A$ be symmetric, of rank at most $N$, with $A\phi_j=\chi_j$. The $\chi_j$ are independent, since $\sum_jc_j\chi_j=0$ projected on $\phi_i$ gives $Bc=0$ and so $c=0$. The range of $A$ contains them and has dimension at most $N$, so it equals their span. A symmetric operator annihilates the orthogonal complement of its range, so $A=\sum|\chi_i\rangle M_{ik}\langle\chi_k|$. The condition $A\phi_j=\chi_j$ becomes $MB=1$. Thus $\delta V_N$ depends on the span of the references, not on their order or normalization.

For the remainder put $Q=1-P$, the part of a function that the references miss. Using $P^T\delta V=\delta VP$ twice and $P^2=P$,

$$Q^T\delta VQ=\delta V-\delta VP-P^T\delta V+P^T\delta VP=\delta V-2\,\delta VP+\delta VP^2=\delta V-\delta V_N,$$

$$\langle f|\delta V-\delta V_N|g\rangle=\langle Qf|\delta V|Qg\rangle .$$

The error of a matrix element is bilinear in the missed parts. If the references span a finite-dimensional space completely, $Q=0$ and $\delta V_N=\delta V$.

A test in rational arithmetic uses $\delta V=\mathrm{diag}(3,-2,1,5)$ on the points $x=1,2,3,4$ and $\phi_i=x^{i-1}$. Here $D_1=3-2+1+5=7$, $B_{12}=3-4+3+20=22$, $B_{22}=3-8+9+80=84$, and $D_2=84-22^2/7=104/7$. The recursion continues to $D_3=-151/26$ and $D_4=1080/151$; the negative $D_3$ reflects the indefinite form. The ratio of minors, the closed form, the action on the span, $Q^2=Q$, the remainder formula and a remainder of rank $4-N$ hold without rounding for each $N$; for $N=2$ solving for a symmetric $M$ gives one solution, and $N=4$ returns $\delta V$.

## The first term

For $N=1$ nothing is subtracted, and

$$\delta V_1=\frac{|\delta V\phi_1\rangle\langle\phi_1\delta V|}{\langle\phi_1|\delta V|\phi_1\rangle}=E_{KB}|\hat\chi\rangle\langle\hat\chi|,\qquad E_{KB}=\frac{\langle\phi_1|\delta V^2|\phi_1\rangle}{\langle\phi_1|\delta V|\phi_1\rangle},$$

with $\hat\chi=\chi_1/\langle\chi_1|\chi_1\rangle^{1/2}$. A factor on $\phi_1$ appears squared above and below and cancels. In three dimensions take $\Phi_{ilm}=\phi_{il}Y_{lm}/r$. The angular projectors give $\langle\Phi_{ilm}|\delta V|\Phi_{jl'm'}\rangle=\delta_{ll'}\delta_{mm'}B^{(l)}_{ij}$, so the orthogonalization never mixes channels, and keeping $i=1$ gives

$$\sum_{lm}\frac{|\delta V_l\Phi_{1lm}\rangle\langle\Phi_{1lm}\delta V_l|}{\langle\phi_{1l}|\delta V_l|\phi_{1l}\rangle}.$$

This is the Kleinman-Bylander (KB) operator when $\phi_{1l}$ is the pseudo-wavefunction, the solution of $H$ at the reference energy. With another first function the term has the same shape but reproduces $\delta V$ on a function that is not a solution of $H$ at that energy.

## A model for the numbers

The semilocal $s$ potential is fixed as $V_{SL}=-\mathrm{erf}(r)/r$, a softened unit charge with round parameters, and the splitting is varied through $V_{loc}=V_{SL}-\delta V$, with $\delta V$ cut at $R=5$ bohr, where its magnitude is below $10^{-9}$ Ha in all cases used here and the small jump is neglected. All errors are relative to the numerically converged semilocal one-electron model, which describes no particular atom. Diagonalization in 160 sine functions in a box of 40 bohr gives its levels $\varepsilon_{1s}=-0.331141$ Ha ($-9.011$ eV) and $\varepsilon_{2s}=-0.101447$ Ha ($-2.7605$ eV). The references are the regular solutions of $H$ at $\varepsilon_{1s}$, $0.5$, $1.5$ and $3.0$ Ha, scaled to $\phi'(0)=1$, which puts $B$ and $D$ in Ha bohr$^3$. Apart from the signs of $W$ quoted below for two stronger potentials, the computed values are taken from the numerical output after the text.

Case (a) is $\delta V=2e^{-r^2}$ Ha. With $B_{11}=0.498235$, $B_{12}=0.350398$ and $B_{22}=0.276510$,

$$L_{21}=\frac{0.350398}{0.498235}=0.703279,\qquad D_2=0.276510-0.703279\times0.350398=0.03008 .$$

About nine tenths of $B_{22}$ is already carried by the first function. The further values are $D_3=3.195\times10^{-3}$ and $D_4=1.016\times10^{-3}$. A $D_i$ scales with the square of the normalization of $\phi_i$ while its term does not, so these sizes do not measure the importance of the terms. For the normalized $1s$ state from the sine basis, $\langle\delta V\rangle=0.235553$ Ha and $\langle\delta V^2\rangle=0.213154$ Ha$^2$, so $E_{KB}=0.213154/0.235553=0.9049$ Ha $=24.62$ eV. The KB matrix built from this eigenvector agrees within the tested $10^{-7}$ Ha with the first term built from the collocation solution at $\varepsilon_{1s}$.

## Scattering at and near a reference energy

Let $H_N=H_{loc}+\delta V_N$. If $(H-E_i)\phi_i=0$, then $(H_N-E_i)\phi_i=0$ as well, since $\delta V_N\phi_i=\delta V\phi_i$. At a general $E$ let $u$ and $v$ be regular solutions of $H$ and $H_N$, both scaled as $r^{l+1}$ at the origin. Multiply $(H_N-E)v=0$ by $u$, multiply $(H-E)u=0$ by $v$, subtract and integrate over $[0,R]$. The centrifugal, $V_{loc}$ and $E$ terms cancel pointwise, and $uv''-vu''=(uv'-vu')'$, so

$$-\tfrac12\,[uv'-vu']_0^R+\langle u|\delta V_N|v\rangle-\langle u|\delta V|v\rangle=0 .$$

At the origin the leading powers cancel in $uv'-vu'$, which vanishes. With the remainder formula,

$$W\equiv(uv'-vu')_R=-2\langle Qu|\delta V|Qv\rangle .$$

Beyond $R$ both functions obey the same local equation, so $W$ stays constant there. Dividing by $u(R)v(R)$ gives the difference of the logarithmic derivatives $\mathcal L=u'/u$, namely $\mathcal L_N-\mathcal L=W/(uv)_R$; $W$ itself has no poles at the zeros of $u(R)$, though it can have poles at energies where $H_N$ has no regular solution with this scaling.

The test takes $v$ from collocation of the integro-differential equation; for the Wronskian on the left $u$ comes from a Runge-Kutta integration, and for the integral on the right from collocation. At $E=1$ Ha in case (a) both sides give $W=-1.0325\times10^{-1}$, $-1.4015\times10^{-3}$ and $-8.002\times10^{-6}$ for $N=1,2,3$ at $l=0$. For $l=1$, with the same potentials and references at $-0.1$, $0.5$ and $1.5$ Ha, they give $-6.115\times10^{-2}$, $-6.071\times10^{-4}$ and $-2.782\times10^{-6}$. At reference energies included in the set, the angle between the vectors $(u,u')_R$ and $(v,v')_R$ is tested to stay below $10^{-7}$ rad, and its largest value is about $3\times10^{-13}$ rad for $l=0$ and $2\times10^{-12}$ rad for $l=1$, and at those not yet included it is tested to exceed $10^{-5}$ rad.

Put $E=E_i+h$. The solution $u$ is analytic in $E$, $u=\phi_i+h\dot\phi_i+\dots$, and $Q\phi_i=0$ gives $Qu=O(h)$. The function $v$ is the regular solution of $H_{loc}$ plus a combination of $N$ responses to the sources $\chi_k$, with coefficients fixed by an $N\times N$ linear system analytic in $E$. If that system is nonsingular at $E_i$, then $v$ is unique and analytic there and equals $\phi_i$ at $h=0$, so $Qv=O(h)$ and $W=O(h^2)$. If it is singular, $H_N$ has a second regular solution at $E_i$ and the argument fails. If $\dot\phi_1=\partial\phi/\partial E$ is itself a reference, differentiating $(H-E)u=0$ gives $(H-E_1)\dot\phi_1=\phi_1$, and this holds with $H_N$ too. Differentiating $(H_N-E)v=0$ gives the same equation for $\dot v$, both derivatives lack an $r^{l+1}$ term, and uniqueness gives $\dot v=\dot\phi_1$. Then $Qu$ and $Qv$ are $O(h^2)$ and $W=O(h^4)$.

The separable expansion acts exactly on its references, and near a reference energy its scattering error $W$ is of second order in the energy offset, or of fourth order when the energy derivative is also a reference, provided the linear system for $v$ is nonsingular. What remains is to check these orders numerically and to examine phase shifts, bounds and convergence, ghost states, and potentials that change sign.
